# McKelvey's Two-Flux Equations, Diffusion, and the Thin-Base Current Limit

Q: In a short base, diffusion theory gives a current proportional to $1/W$, where $W$ is the base width. That diverges as $W\to0$. Carriers cannot cross infinitely fast, so surely the diffusion equation must be abandoned in a thin base?

A: Let us count carriers before deciding which part of the calculation fails. Take a uniform, field-free, nondegenerate base between $x=0$ and $x=W$, in steady state and at low injection (minority density far below the base doping). The emitter injects minority carriers at $x=0$, and the collector removes them at $x=W$. Split the excess carriers into a forward stream, with particle flux $F_+$, and a backward stream, with particle flux $F_-$. Both fluxes are counted as positive numbers.

Q: At what speed does each stream move? The carriers have a whole distribution of velocities.

A: In this model each stream is given one mean normal speed $v$, that of a half-Maxwellian. With $m$ the effective mass and $T$ the temperature,
$$
v=\frac{\int_0^\infty u\,e^{-mu^2/2kT}\,du}{\int_0^\infty e^{-mu^2/2kT}\,du}
=\frac{kT/m}{\tfrac12\sqrt{2\pi kT/m}}
=\sqrt{\frac{2kT}{\pi m}} .
$$
This is the unidirectional thermal velocity. The stream densities are $F_+/v$ and $F_-/v$, so the total excess density $n$ and the net particle flux $J$ are
$$
n=\frac{F_++F_-}{v},\qquad J=F_+-F_- .
$$
Using the same $v$ everywhere, even where scattering has distorted the distribution, is an assumption. I shall call it the closure.

Q: And how do the streams exchange carriers?

A: Let $\lambda$ be the backscattering mean free path: in a slice $dx$, a fraction $dx/\lambda$ of either stream is reversed. With no field, the two directions are equivalent, so they share one $\lambda$. Let $\tau$ be the recombination lifetime. The forward stream has density $F_+/v$ and loses $F_+dx/(v\tau)$ in the slice. Its balance is
$$
F_+(x+dx)=F_+(x)-\frac{F_+}{\lambda}dx+\frac{F_-}{\lambda}dx-\frac{F_+}{v\tau}dx .
$$
The backward stream enters the slice at $x+dx$ and leaves at $x$:
$$
F_-(x)=F_-(x+dx)-\frac{F_-}{\lambda}dx+\frac{F_+}{\lambda}dx-\frac{F_-}{v\tau}dx .
$$
Dividing by $dx$ and moving the derivatives to the left gives McKelvey's equations:
$$
\frac{dF_+}{dx}=-\frac{F_+-F_-}{\lambda}-\frac{F_+}{v\tau},
$$
$$
\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}+\frac{F_-}{v\tau}.
$$
The recombination sign differs in the second line because the backward stream decays toward smaller $x$.

Q: These are first-order equations for directed beams. Diffusion is second order and has no beams. Where would it come from?

A: From two combinations. Subtract the second equation from the first. The scattering terms cancel, since scattering changes direction but not number:
$$
\frac{dJ}{dx}=-\frac{F_++F_-}{v\tau}=-\frac n\tau .
$$
Now add them:
$$
v\frac{dn}{dx}=-\frac{2J}{\lambda}-\frac{F_+-F_-}{v\tau}
=-\left(\frac2\lambda+\frac1{v\tau}\right)J .
$$
Solving for $J$ gives
$$
J=-D\frac{dn}{dx},\qquad
D=\frac{v}{2/\lambda+1/(v\tau)} .
$$
The first combination is continuity and the second is Fick's law. Substituting one into the other gives $D\,d^2n/dx^2=n/\tau$. No expansion in $\lambda/W$ was made.

Q: I expected $D=v\lambda/2$. Why does recombination enter a diffusion coefficient?

A: Recombination removes carriers from both streams in proportion to their size, so it also reduces the difference between them. That difference is the current. When $\lambda\ll2v\tau$, the extra term is small and $D\to v\lambda/2$. With strong recombination it must be kept if diffusion is to reproduce the two-flux model. In a test with $\lambda=v=1$, $1/(v\tau)=0.5$ and $W=1.5$, separate solutions of the flux and diffusion problems agreed in density to a relative difference of about $10^{-7}$. Replacing $D$ by $v\lambda/2$ produced a maximum difference of 6.4%, relative to the flux solution.

Q: You have shown that flux solutions satisfy diffusion. Equivalence also needs the reverse. Perhaps diffusion has solutions that correspond to no pair of streams.

A: Start with any $n$ and $J$ obeying the two diffusion relations, and define
$$
F_+=\frac{nv+J}{2},\qquad F_-=\frac{nv-J}{2}.
$$
Differentiate the first and insert the relations:
$$
\frac{dF_+}{dx}=\frac12\left[-\left(\frac2\lambda+\frac1{v\tau}\right)J-\frac n\tau\right]
=-\frac J\lambda-\frac{nv+J}{2v\tau}.
$$
Since $J=F_+-F_-$ and $(nv+J)/2=F_+$, this is the forward equation. Likewise,
$$
\frac{dF_-}{dx}=\frac12\left[-\left(\frac2\lambda+\frac1{v\tau}\right)J+\frac n\tau\right]
=-\frac J\lambda+\frac{nv-J}{2v\tau},
$$
which is the backward equation. The two descriptions therefore have the same solutions, provided that their boundary conditions are also translated. A diffusion solution with negative $F_+$ or $F_-$ still satisfies the algebra, but it does not describe two streams of injected carriers.

Q: Then what are the translated boundary conditions? I would simply fix the density at each end.

A: A contact controls what it sends into the base, not what comes back out. The known quantities are therefore $F_+(0)$ and $F_-(W)$. Put them into the expressions for $F_\pm$, multiply by 2 and divide by $v$:
$$
n(0)+\frac{J(0)}v=\frac{2F_+(0)}v,
$$
$$
n(W)-\frac{J(W)}v=\frac{2F_-(W)}v .
$$
Each condition mixes density with its gradient, because $J=-D\,dn/dx$.

Define $n_0=2F_+(0)/v$. If the current vanished, the two streams at the emitter would be equal and the density there would be $n_0$. Thus $n_0$ is the density of ordinary junction theory, and the emitter sends in $F_+(0)=n_0v/2$. For a strongly reverse-biased collector I set $F_-(W)=0$. This neglects the equilibrium minority density compared with $n_0$. It also assumes that no carrier is scattered back into the base from the collector depletion region. If a fraction $r$ of the exiting flux returns, the thin-base current found below is reduced by the factor $1-r$. The conditions become
$$
n(0)=n_0-\frac{J(0)}v,\qquad n(W)=\frac{J(W)}v .
$$

Q: So the density at an absorbing collector is not zero?

A: No. Carriers leaving at finite speed must have a finite density to carry a current. There is no backward stream at $W$, so in this model the density is that of the forward stream alone, moving at $v$. With a spread of speeds, the mean exit speed is not exactly $v$: in the full-Maxwellian model introduced near the end it is about $1.25v$ for a base several $\lambda$ thick, and it approaches $v$ only as $W\to0$.

Q: Does this small change at the ends really remove the divergence?

A: Neglect recombination first. Then $J$ is constant, $D=v\lambda/2$, and the density is linear:
$$
n(0)-n(W)=\frac{JW}{D}.
$$
Insert the boundary conditions:
$$
n_0-\frac{2J}{v}=\frac{JW}{D}
\quad\Rightarrow\quad
J=\frac{n_0}{W/D+2/v}=\frac{Dn_0}{W+2D/v}.
$$
Because $2D/v=\lambda$,
$$
J=\frac{Dn_0}{W+\lambda}=\frac{n_0v}{2}\,\frac{\lambda}{W+\lambda}.
$$
The two end conditions together act like an added base width $\lambda$, half from each end. For $W\gg\lambda$ this becomes the usual $Dn_0/W$. For $W\to0$ it becomes $n_0v/2$, the whole injected flux. The fraction $\lambda/(W+\lambda)$ is the transmission of the base.

Q: I expected the limiting velocity to be the thermal velocity $v$, but this is half of it.

A: The factor depends on which density is used. Relative to $n_0$, the limiting velocity is $v/2$, because $n_0$ counts two equal streams while only one is injected. For the density actually present at the entrance,
$$
n(0)=n_0-\frac Jv=n_0\left[1-\frac{\lambda}{2(W+\lambda)}\right]
=n_0\,\frac{2W+\lambda}{2(W+\lambda)} .
$$
Dividing the current by this density gives
$$
\frac{J}{n(0)}=\frac{v\lambda}{2W+\lambda}.
$$
As $W\to0$, this tends to $v$, while $n(0)$ falls to $n_0/2$. The backward half of the population is missing because nothing sends carriers back. The two statements, $J\to(n_0/2)v$ and $J/n(0)\to v$, agree.

Q: That argument used a lossless base. Could recombination, which steepens the density profile, pull in more than the cap?

A: Define $L=\sqrt{D\tau}$, $w=W/L$ and $s=D/(vL)$. The diffusion equation becomes $d^2n/dx^2=n/L^2$. Try
$$
n=A\left[\sinh\frac{W-x}{L}+s\cosh\frac{W-x}{L}\right].
$$
Differentiation gives
$$
J=-D\frac{dn}{dx}=\frac{AD}{L}\left[\cosh\frac{W-x}{L}+s\sinh\frac{W-x}{L}\right].
$$
At $x=W$, $n=As$ and $J/v=AD/(vL)=As$, so the collector condition holds. The emitter condition then fixes $A$:
$$
n_0=A[\sinh w+s\cosh w]+As[\cosh w+s\sinh w],
$$
$$
A=\frac{n_0}{(1+s^2)\sinh w+2s\cosh w}.
$$
The currents at the two ends are
$$
J(W)=\frac{n_0D/L}{(1+s^2)\sinh w+2s\cosh w},
$$
$$
J(0)=J(W)(\cosh w+s\sinh w).
$$
For the cap, we need the sign of the returning flux:
$$
F_-(0)=\frac{vn(0)-J(0)}2=\frac{vA}{2}(1-s^2)\sinh w .
$$
The terms in $s\cosh w$ have cancelled. Using $L^2=D\tau$,
$$
s^2=\frac{D}{v^2\tau}=\frac{1}{2v\tau/\lambda+1}<1 .
$$
Hence $F_-(0)>0$ for $W>0$, and
$$
J(W)\le J(0)=F_+(0)-F_-(0)<F_+(0)=\frac{n_0v}{2}.
$$
The same sign gives $J(0)<vn(0)$. Recombination can raise the entrance current above its lossless value, since carriers lost inside cannot return to the emitter, but it cannot exceed what was injected.

Q: Your flux equations and your diffusion formula share the same algebra. Is there a check that follows carriers instead?

A: Yes. Individual carriers were followed at fixed speed, with random reversals and random losses, for $\lambda=v=1$, $1/(v\tau)=0.2$ and $W=1.5$. With unit injected flux, the count gave 0.274 at the collector and 0.518 for the net entrance flux. The formulas give 0.274 and 0.518. The difference between these two currents is the recombination in the base.

Q: Then what exactly is wrong with the usual conditions, $n(0)=n_0$ and $n(W)=0$? They also belong to a diffusion equation.

A: Translate them back into streams. Without recombination they give $J=Dn_0/W=n_0v\lambda/(2W)$. The flux entering from the emitter would then be
$$
F_+(0)=\frac{n_0v+J}{2}=\frac{n_0v}{2}\left(1+\frac{\lambda}{2W}\right),
$$
which is more than the emitter supplies, and grows without limit as the base shrinks. At the collector,
$$
F_-(W)=\frac{0-J}{2}=-\frac J2,
$$
a negative stream. Both errors are small compared with $n_0v/2$ when $W\gg\lambda$. The calculated current passes the cap when $W<\lambda$. Within the two-flux model, the fault lies in the boundary conditions alone; the differential equation inside the base is unchanged.

Q: Show me the size of this in a device. A correction of order $\lambda/W$ may never matter.

A: Take a model base with round parameters: $T=300$ K, $m=0.3$ electron masses, $\lambda=40$ nm, $\tau=1$ ns and $n_0=10^{16}\ \mathrm{cm^{-3}}$. The half-Maxwellian formula gives $v=9.823\times10^6$ cm/s. Then
$$
\frac{v\lambda}{2}=\frac{(9.823\times10^6)(4\times10^{-6})}{2}
=19.65\ \mathrm{cm^2/s}.
$$
Including recombination changes this only to $D=19.64\ \mathrm{cm^2/s}$. The diffusion length is
$$
L=\sqrt{(19.64)(10^{-9})}\ \mathrm{cm}=1.40\times10^{-4}\ \mathrm{cm},
$$
or 1400 nm. The flux cap is
$$
\frac{n_0v}{2}=\frac{(10^{16})(9.823\times10^6)}{2}
=4.91\times10^{22}\ \mathrm{cm^{-2}\,s^{-1}} .
$$
Multiplication by the elementary charge gives 7869 A/cm². Below, "usual" means diffusion with $n(0)=n_0$ and $n(W)=0$; both currents are collector currents in A/cm².

| $W$ (nm) | Flux | Usual | $n(0)/n_0$ | $J(0)/[n(0)v]$ |
|---:|---:|---:|---:|---:|
| 1000 | 277 | 289.5 | 0.978 | 0.023 |
| 200 | 1305 | 1568 | 0.916 | 0.092 |
| 40 | 3933 | 7866 | 0.750 | 0.3335 |
| 10 | 6295 | 31469 | 0.600 | 0.667 |
| 1 | 7677 | 314695 | 0.512 | 0.952 |

Q: At 40 nm the usual result has not even passed the cap. Is it acceptable there?

A: It is already twice the flux result. At $W=\lambda$ the lossless transmission is one half, so the flux current is
$$
7869\times\frac{40}{40+40}\approx3935\ \mathrm{A/cm^2}.
$$
The tabulated 3933 is slightly smaller because of recombination. The usual result reaches the cap at this width, apart from the same small effect, so the cap alone is a poor warning. Even at 200 nm, five mean free paths, the usual current is 20% above the flux result.

At 10 nm the transmission is $40/50=0.8$, which gives 6295 A/cm². The usual result is now four times the cap. At 1 nm the entrance density is close to $n_0/2$ and the entrance velocity is 95% of $v$. That row shows the approach to the limit of the model; it is not a proposal for a uniform base of that width. The 10 nm row is also at the edge of the model: the thermal de Broglie wavelength for this mass is about 8 nm, and the Debye length at a doping of $10^{18}\ \mathrm{cm^{-3}}$ (silicon permittivity) is about 4 nm, so a semiclassical, field-free base is only a rough picture there.

Q: And at 1000 nm? The lossless formula would give $7869\times40/1040\approx303$, not 277.

A: There recombination matters. The base transport factor $J(W)/J(0)$ is 0.783, so 22% of the entering net current is lost. The entrance current is $276.6/0.7833\approx353$ A/cm², above the lossless 303, while the collector current is below it. This is the effect described earlier: recombination increases the net entry but reduces the collected part. At 40 nm the transport factor is 0.999, so recombination hardly matters. There the flux and usual results differ because of their boundary conditions.

Q: What if the collector also injects? An absorbing contact is a special case.

A: Keep $F_-(W)$ and neglect recombination. With $n_W=2F_-(W)/v$, the end densities are $n(0)=n_0-J/v$ and $n(W)=n_W+J/v$. The linear profile requires
$$
\frac{JW}{D}=n_0-n_W-\frac{2J}{v},
$$
and therefore
$$
J=\frac{D(n_0-n_W)}{W+\lambda}
=\frac{\lambda}{W+\lambda}\,[F_+(0)-F_-(W)].
$$
Equal injection gives no current, as equilibrium demands. Injection from the collector lowers the forward current, so the absorbing contact gives the largest one. The numerical comparison with strong recombination also used injection from both sides.

Q: If the equivalence is so complete, may I use the same diffusion equation for a fast transient?

A: No; steady state was essential. Without recombination, the time-dependent equations are
$$
\frac1v\frac{\partial F_+}{\partial t}+\frac{\partial F_+}{\partial x}=-\frac{F_+-F_-}{\lambda},
$$
$$
\frac1v\frac{\partial F_-}{\partial t}-\frac{\partial F_-}{\partial x}=\frac{F_+-F_-}{\lambda}.
$$
Their sum and difference are
$$
\frac{\partial n}{\partial t}+\frac{\partial J}{\partial x}=0,\qquad
\frac1v\frac{\partial J}{\partial t}+v\frac{\partial n}{\partial x}=-\frac{2J}{\lambda}.
$$
Multiply the second by $\lambda/2$:
$$
J+\frac{\lambda}{2v}\frac{\partial J}{\partial t}=-D\frac{\partial n}{\partial x}.
$$
In this model the current relaxes toward the value set by the gradient with time constant $\lambda/(2v)$, about 0.2 ps in the example. Differentiate with respect to $x$ and replace $\partial J/\partial x$ by $-\partial n/\partial t$:
$$
\frac{\partial n}{\partial t}+\frac{\lambda}{2v}\frac{\partial^2n}{\partial t^2}=D\frac{\partial^2n}{\partial x^2}.
$$
This is a telegraph equation. For a mode $e^{ikx+\gamma t}$, multiplication by $2v/\lambda$ gives
$$
\gamma^2+\frac{2v}{\lambda}\gamma+v^2k^2=0,
$$
$$
\gamma=-\frac v\lambda\pm\sqrt{\frac{v^2}{\lambda^2}-v^2k^2}.
$$
For $k\lambda\ll1$, expanding the root gives the slow rate $\gamma\approx-v\lambda k^2/2=-Dk^2$, which is diffusion. At $k\lambda=0.5$ the rate is $-0.134\,v/\lambda$, against $-0.125\,v/\lambda$ from diffusion. At $k\lambda=2$ the rates are $(-1\pm1.73i)v/\lambda$: in this model the mode oscillates as it decays, so the equivalence with diffusion is lost.

The oscillation itself comes from giving all carriers one speed. Suppose instead that the velocities start as a full Maxwellian and are redrawn from it at each collision. Between collisions, the spread of speeds multiplies a cosine density by the positive factor $e^{-k^2(kT/m)t^2/2}$, where the $k$ in $kT$ is Boltzmann's constant. The amplitude then never changes sign. The telegraph equation shows where the equivalence ends, but it is not a reliable correction to diffusion for a real base.

Q: One doubt remains. You gave every carrier in a stream the same speed. Does the cap depend on that fiction?

A: The transmission depends on it; the cap on the entering current does not. The exactness of Fick's law inside the base also depends on it: with a spread of speeds, the law fails near the contacts, and throughout a base much thinner than $\lambda$. Consider carriers with a full Maxwellian of normal velocities $u$, whose velocity is redrawn at random after a mean time $\tau_m$. Then $D=kT\tau_m/m$. To compare at equal $D$, set $\lambda=2D/v$. Since $kT/m=\pi v^2/2$, this means $\lambda=\pi v\tau_m$.

| $W/\lambda$ | Full Maxwellian | Two-flux |
|---:|---:|---:|
| 0.1 | 0.878 | 0.909 |
| 1 | 0.471 | 0.500 |
| 5 | 0.162 | 0.167 |

The entries are transmissions. Those for the full Maxwellian come from random walks, with a standard error of about 0.001 or less, so the third digit is uncertain by one or two units. At these widths the two-flux model is high by roughly 2 to 6%, relative to the full-Maxwellian result.

The thin limit shows why one $\lambda$ cannot serve both regimes. To first order in $W$, a carrier of speed $u$ collides with probability $W/(u\tau_m)$. Injected carriers are weighted by their flux, which is proportional to $u\,e^{-mu^2/2kT}$, and with this weight the mean of $1/u$ is $1/v$. Half of those that collide turn back, so the reflected fraction is $W/(2v\tau_m)$. The two-flux value is $W/\lambda=W/(\pi v\tau_m)$, smaller by a factor $2/\pi$. Both vanish with $W$, so both models reach the same ballistic current.

Q: Then what protects the cap itself?

A: Counting. For an absorbing collector and negligible equilibrium density, the returning flux cannot be negative, so $J(0)\le F_+(0)$. If the emitter injects a half-Maxwellian, $F_+(0)=n_0v/2$. The forward carriers at the entrance have density $n_0/2$, and returning carriers can only add to it, so $J(0)\le vn(0)$ there too.

The value of the cap changes if the emitter injects hotter carriers or a degenerate distribution. A built-in field makes the two scattering directions unequal and adds drift, so the equations above then need to be extended. The numerical output below gives the full set of values and comparisons.

## Calculated quantities

```
temperature = 300 K; mass = 0.3 m_e
mean free path = 40 nm; lifetime = 1 ns
n0 = 1.0e+16 cm^-3
v formula = 9.8228e+06 cm/s; quadrature = 9.8228e+06 cm/s
D = 19.642 cm^2/s; v*lam/2 = 19.646 cm^2/s
diffusion length L = 1401.5 nm
s = D/(v L) = 0.01427 (dimensionless)
flux cap n0*v/2 = 4.9114e+22 cm^-2 s^-1
current cap = 7869.0 A/cm^2
Base table: W in nm, currents in A/cm^2, others dimensionless
W | J collector | J usual | n(0)/n0 | J(0)/(n(0)v) | alpha
1000 | 276.6 | 289.5 | 0.9776 | 0.0229 | 0.783323
200 | 1305.1 | 1568.1 | 0.9161 | 0.0916 | 0.987905
40 | 3932.6 | 7866.3 | 0.7499 | 0.3335 | 0.999186
10 | 6294.5 | 31469.2 | 0.6000 | 0.6667 | 0.999873
1 | 7677.0 | 314694.5 | 0.5122 | 0.9524 | 0.999990
Equivalence test: lam=v=1, 1/(v tau)=0.5, W=1.5
max relative density difference = 1.5e-07
same with D=v*lam/2 instead = 0.064
Random walk: lam=v=1, 1/(v tau)=0.2, W=1.5, Fp(0)=1
number of carriers = 400000
collector flux: walk 0.2736, formula 0.2740
entrance flux: walk 0.5175, formula 0.5177
Time modes: k*lam | slow rate*lam/v | diffusion rate*lam/v
0.1 | -0.00501 +0.00000i | -0.00500
0.5 | -0.13397 +0.00000i | -0.12500
2.0 | -1.00000 +1.73205i | -2.00000
Transmission: W/lam | Maxwellian walk | two-flux
0.1 | 0.878 | 0.909
1.0 | 0.471 | 0.500
5.0 | 0.162 | 0.167
```
